Two unitary particles in a periodic cube: lattice levels and Lüscher's root

THE PROBLEM

Two particles of mass m, one with spin up and one with spin down, move in a periodic cube of side L. They interact by a contact attraction whose scattering length a is infinite. With no length left except L, the energy must be a pure number times ħ²/(mL²). Write it as

E = η (2π/L)² ħ²/m.

A lattice Monte Carlo calculation replaces the cube by N³ sites with spacing b = L/N, and the contact force by an energy U paid when both particles share a site. Take N even and nearest-neighbour hopping. In units of ħ²/(mb²) for energy and 1/b for momentum, the energy of one particle is

ε(k) = X(k), X(k) = Σ_i (1 − cos k_i), i = x, y, z,

which tends to k²/2 at small k.

(a) Find the equation for the lattice energy E_N < 0 at total momentum zero.
(b) Fix U so that a is infinite on the infinite lattice.
(c) Find the limit η₀ of η_N as N grows at fixed L, and show that it is a zero of Lüscher's function

S(η) = lim (Λ→∞) [ Σ_{|n|<Λ} 1/(n² − η) − 4πΛ ],

where n runs over integer vectors.
(d) Find how fast η_N approaches η₀, and compare with solved lattices from N = 4 to N = 128.

HINTS

1. At total momentum zero the wave function depends on the separation alone. The contact term sees only its value at zero separation.

2. U must be fixed on the infinite lattice, by requiring the T matrix to diverge at zero energy. It is then the same number for every N.

3. Write 1/X as an integral of exp(−tX) over t. The three directions factorize.

4. Poisson summation turns a sum over the momenta of a box into the infinite-lattice integral plus contributions from periodic images. At negative energy the images decay exponentially.

5. The first lattice correction comes from the effective range, which has the size of b.

SOLUTION

Step 1. The lattice equation

Let φ(r) be the wave function of the separation r, and φ_k = Σ_r exp(−ik·r) φ(r). Each particle contributes ε(k), since their momenta are k and −k. The Schrödinger equation is

(2ε_k − E) φ_k = −U φ(0).

Set E = −κ² with κ > 0, divide by 2ε_k + κ², and use φ(0) = N⁻³ Σ_k φ_k:

φ(0) = −U φ(0) N⁻³ Σ_k 1/(2ε_k + κ²).

If φ(0) were zero, every φ_k would vanish, so φ(0) may be cancelled:

−1/U = N⁻³ Σ_k 1/(2ε_k + κ²). (1)

The right side falls steadily as κ² grows. It starts from infinity, because of the k = 0 term, and ends at zero. For any U < 0 there is therefore one root.

This root is also the ground state of the full two-particle problem. In the site basis all off-diagonal elements of the Hamiltonian are zero or negative, and hopping connects all configurations. The lowest eigenvector is then unique and can be chosen positive everywhere. A common translation of both particles maps it to a positive ground state, hence to itself, so its total momentum is zero. It is also symmetric under exchange of positions, as the spin singlet requires. Two identical bosons with the on-site energy U n(n−1)/2 obey the same equation.

A direct test is available at N = 4, where the two-particle matrix has dimension 4096. Its lowest eigenvalue is −0.235199 ħ²/(mb²), and equation (1) gives the same value.

Step 2. Tuning the coupling

On the infinite lattice, repeated scattering at total momentum zero gives a geometric series, whose sum is

1/T(E) = 1/U − ∫ d³k/(2π)³ 1/(E − 2ε_k).

At E = −κ² the second term becomes +∫ 1/(2ε_k + κ²), with the measure d³k/(2π)³ understood from here on. The reduced mass is m/2, so the scattering amplitude in these units is f = −T/(4π). At low energy

1/f = −1/a + r p²/2 − ip,

where p² = E and r is the effective range in units of b. An infinite a requires 1/T(0) = 0, or

−1/U = C, C = ∫ 1/(2ε_k). (2)

To evaluate C, define

G(x) = ∫ 1/(X + x) = ∫₀^∞ dt exp(−xt) h(t), h(t) = [exp(−t) I₀(t)]³.

The Bessel function I₀ arises because the average of exp(t cos k) over one period is I₀(t). Numerically G(0) = 0.505462, so

C = G(0)/2 = 0.252731, U = −1/C = −3.9568 ħ²/(mb²).

Step 3. The effective range of the lattice

Continue 1/f to negative energy with p = iκ. Then −ip = κ and p² = −κ². With 1/f = −4π/T and equation (2),

4π [ C − ∫ 1/(2ε_k + κ²) ] = κ − rκ²/2 + O(κ³). (3)

The integral on the left is G(κ²/2)/2, so G(x) is needed at small x. At large t, h(t) approaches h₀(t) = (2πt)^(−3/2). Add and subtract h₀ in

G(x) − G(0) = ∫₀^∞ dt [exp(−xt) − 1] h(t).

For the h₀ part, integration by parts gives

∫₀^∞ dt [1 − exp(−xt)] t^(−3/2) = 2x ∫₀^∞ dt t^(−1/2) exp(−xt) = 2√(πx).

Multiplied by −(2π)^(−3/2), this is −√(2x)/(2π). In the remainder h − h₀ falls as t^(−5/2), so the exponential may be expanded to first order:

G(x) = G(0) − √(2x)/(2π) + A x + …, A = ∫₀^∞ dt t [h₀(t) − h(t)].

Put x = κ²/2, so that √(2x) = κ, and halve:

∫ 1/(2ε_k + κ²) = C − κ/(4π) + Aκ²/4 + …

The left side of (3) is then κ − πAκ², and comparison gives

r = 2πA = −0.3057 (in units of b).

An extrapolation of momentum sums on a 256³ lattice gives −0.3060, within the tolerance of 0.001 set for this test.

Step 4. From the box sum to periodic images

Poisson summation on the lattice reads

N⁻³ Σ_k F(k) = Σ_j ∫ F(k) exp(iN k·j),

with j running over integer vectors. Apply it to (1), with −1/U = C, and move the j = 0 term to the left:

4π [ C − ∫ 1/(2ε_k + κ²) ] = 4π Σ_{j≠0} g(Nj), (4)

where g(R) is the Fourier transform of 1/(2ε_k + κ²). At fixed L, κ in lattice units is of order 1/N, and all image distances are at least N. At such distances small k matters, where 2ε_k is close to k², and

g(R) → exp(−κR)/(4πR).

The first correction to 2ε_k is quartic in k. It changes g by a relative amount of order 1/R² at fixed κR, hence of order 1/N². This estimate uses the smoothness of ε_k across the zone boundary. It does not cover a band with a cusp there, such as k²/2 repeated periodically.

Insert (3) on the left of (4), multiply by N, and define x = κN. In physical units x is the decay constant times L. The result is

x − r x²/(2N) = Σ_{j≠0} exp(−x|j|)/|j| + O(N⁻²). (5)

Step 5. The continuum root

As N → ∞ the range term disappears:

x = Σ_{j≠0} exp(−x|j|)/|j|. (6)

The left side rises with x and the right side falls, so the positive root is unique. It is x₀ = 1.945767. At this value the 6 nearest images contribute 0.8573, the next 12 contribute 0.5415 and the next 8 contribute 0.1588. Together they give 1.5576, and more distant images supply the remaining 0.3882.

Since E = −x₀² ħ²/(mL²), the definition of η gives

η₀ = −(x₀/2π)² = −(0.3096784)² = −0.095901.

The energy is therefore

E = −0.0959 (2π/L)² ħ²/m = −3.786 ħ²/(mL²).

The attraction lowers the energy below the value zero of two free particles at rest. In free space a unitary pair is just at the threshold for binding, and this state has negative energy because the box is finite: E vanishes as 1/L² when the box grows. The decay length L/x₀ is about half the side, so the pair fills the box and feels its own images.

Step 6. Why this is Lüscher's root

Replace the sharp cutoff in S by a Gaussian factor exp(−sn²), with s → 0. From

exp(−sn²) = ∫_{|n|}^∞ dΛ 2sΛ exp(−sΛ²),

the Gaussian sum is a weighted average of sharp-cutoff sums over Λ. The same average turns 4πΛ into 2π√(π/s), which is also the integral of exp(−sn²)/n² over all n. Given that the sharp-cutoff limit exists, both prescriptions define the same S.

Now set η = −q² and apply Poisson summation to the Gaussian sum. The j = 0 term minus the subtraction is

∫ d³n exp(−sn²) [1/(n²+q²) − 1/n²] → −4πq² ∫₀^∞ dn/(n²+q²) = −2π²q.

Each j ≠ 0 gives

∫ d³n exp(2πi j·n)/(n²+q²) = π exp(−2πq|j|)/|j|.

With x = 2πq,

S(η) = π [ −x + Σ_{j≠0} exp(−x|j|)/|j| ]. (7)

So S = 0 is equation (6). A direct numerical solution with the Gaussian sum, using two small values of s and removing the leading √s error, gives η = −0.095900. It differs from the image result by 8×10⁻⁷.

The image form is much better suited to computation. With a sharp cutoff Λ = 110, the truncated S at η₀ is −0.067 instead of zero. To see what this costs, differentiate (7). Let

Θ = Σ_{j≠0} exp(−x₀|j|) = 2.8852.

Since dη/dx = −x/(2π²), the slope is S′(η₀) = 2π³(1+Θ)/x₀ ≈ 124. The truncated sum would therefore misplace the root by about 0.067/124 = 5×10⁻⁴. This error comes mostly from the irregular count of lattice points inside the sphere, so it jumps in size and sign with Λ: the root moves by −3×10⁻⁴ at Λ = 109.7 and by −1×10⁻³ at Λ = 110.5.

Step 7. The rate of convergence

Put x = x₀ + δ in (5) and keep first order in 1/N. The derivative of exp(−x|j|)/|j| is −exp(−x|j|), so

x₀ + δ − r x₀²/(2N) = x₀ − Θδ,
δ = r x₀²/[2N(1+Θ)].

From η = −x²/(4π²), the change of η is −x₀δ/(2π²), and

η_N = η₀ − r x₀³/[4π²N(1+Θ)] + O(N⁻²). (8)

With r = −0.30572, x₀³ = 7.3667 and 1+Θ = 3.8852, the coefficient of 1/N is

0.30572 × 7.3667/(39.478 × 3.8852) = 0.01468.

It is positive: the negative effective range makes this lattice bind too weakly at large N. The solutions of equation (1) are:

N = 4: η = −0.095322
N = 8: η = −0.094758
N = 16: η = −0.095155
N = 32: η = −0.095485
N = 64: η = −0.095682
N = 128: η = −0.095789

The product N(η_N − η₀) is 0.013988 at N = 64 and 0.014334 at N = 128. Eliminating its 1/N correction gives 2 × 0.014334 − 0.013988 = 0.01468, in agreement with (8).

The sequence is not monotonic: N = 4 lies closer to the limit than N = 8. The table shows why. The deficit of N(η_N − η₀) from 0.01468, multiplied by N, is close to 0.044 from N = 8 upward, so

η_N − η₀ ≈ 0.0147/N − 0.044/N².

This expression has its maximum near N = 2 × 0.044/0.0147 ≈ 6. On the smallest lattice the two terms largely cancel. Its apparent accuracy is accidental, and the two-term form itself is only rough there.

The limit can also be found from the lattice data alone. For an error a₁/N + a₂/N², the combination that removes both terms from sizes N, 2N and 4N is (η_N − 6η_2N + 8η_4N)/3. The last three sizes give

(−0.09548512 + 6 × 0.09568216 − 8 × 0.09578873)/3 = −0.0959007,

which differs from η₀ by about 5×10⁻⁸.

For a Monte Carlo code the useful target is the value at its own N. At N = 8 a correct code must find −0.094758 × (2π/8)² = −0.05845 ħ²/(mb²), once the projection time is long enough and any finite time step τ has been extrapolated to zero. The time step matters at this level. With the symmetric split exp(−τK/2) exp(−τV) exp(−τK/2) of kinetic and contact terms and the same U, the energy from the largest transfer-matrix eigenvalue lies too low by 4.6 % at τ = 0.1, 1.1 % at τ = 0.05 and 0.3 % at τ = 0.025 (τ in mb²/ħ). At τ = 0.05 this nearly cancels the lattice error and imitates the continuum value. Take now the value at zero time step. Comparing it with the continuum value would show a discrepancy of 1.2 % of η₀, which is due to the lattice and does not shrink with more samples.

VARIATION 1: REMOVING THE 1/N ERROR

Change the band to ε = X(1+βX) and choose β > 0 so that r = 0. What changes?

Equations (1) to (5) remain valid, since the band is still smooth. Factorize the denominator:

2ε + κ² = 2β(X + x₁)(X + x₂), x₁ + x₂ = 1/β, x₁x₂ = κ²/(2β).

To order κ², x₁ = κ²/2 and x₂ = 1/β − κ²/2, so 2β(x₂ − x₁) = 2(1 − βκ²). Partial fractions then give

∫ 1/(2ε + κ²) = ½(1 + βκ²)[G(x₁) − G(x₂)].

At κ = 0 this is the new C = [G(0) − G(1/β)]/2. Now insert the small-x expansion for G(x₁), and G(x₂) = G(1/β) − G′(1/β)κ²/2. The κ² terms are

κ² { A/4 + G′(1/β)/4 + (β/2)[G(0) − G(1/β)] }.

Comparison with (3) shows that r is 8π times the curly bracket:

r(β) = 2π { A + G′(1/β) + 2β[G(0) − G(1/β)] }.

The condition r = 0 gives β = 0.05568, C = 0.228794 and U = −4.3707 ħ²/(mb²). The levels are now

N = 8: η = −0.096413
N = 16: η = −0.096022
N = 32: η = −0.095931
N = 64: η = −0.095908
N = 128: η = −0.095903

The error falls by a factor 4.006 from N = 64 to N = 128, as expected of a 1/N² law, and N²(η_N − η₀) settles near −0.0305. At N = 16 the error has magnitude 1.2×10⁻⁴, about what the simple band reaches at N = 128 with 512 times as many sites.

One argument is lost. The X² term contains positive hopping amplitudes, so the positivity proof of Step 1 no longer applies. At N = 4 the full matrix still has its lowest eigenvalue, −0.242953 ħ²/(mb²), at the root of (1). For larger N the root is established here as the lowest state of total momentum zero.

VARIATION 2: A FINITE SCATTERING LENGTH, AND A ROUNDED COUPLING

Let a be finite but much larger than b. How does E change, and how accurately must U be set?

At negative energy 1/f gains the term −1/a, so in the continuum (6) becomes

x − L/a = Σ_{j≠0} exp(−x|j|)/|j|. (9)

Two limits check this equation. If a > 0 and L ≫ a, the images vanish and x = L/a. Then E = −ħ²/(ma²), the energy of a bound pair in free space. If a < 0 and |a| ≪ L, x is small and the sum may be replaced by an integral, ∫ d³j exp(−xj)/j = 4π/x². To leading order −L/a = 4π/x², so x² = −4πa/L and

E = 4πħ²a/(mL³),

the mean-field energy of a weakly interacting pair.

Near unitarity, linearize (9) as in Step 7. The shift is δ = (L/a)/(1+Θ), and the energy changes by −2x₀δ:

E ≈ [−3.786 − 1.002 L/a] ħ²/(mL²).

This fixes the accuracy needed in U. At zero energy 1/f = −4π(1/U + C), which must equal −b/a, so b/a = 4π(C + 1/U). A given error in U fixes b/a, and therefore L/a = N b/a grows with N.

For example, round the simple-band coupling to U = −3.957. Then C + 1/U = 0.2527310 − 0.2527167 = 1.43×10⁻⁵ and b/a = 1.8×10⁻⁴. At N = 128 this gives L/a = 0.023, which shifts η by −1.002 × 0.023/39.48 = −5.8×10⁻⁴. That is five times the lattice error of 1.1×10⁻⁴ at this size. Adding the shift, which is proportional to N, to the lattice errors found in Step 7 shows that with this rounded U the levels approach η₀ from N = 8 to N = 64 and have drifted away again at N = 128. U therefore needs more digits as the lattice is refined. The numerical output below lists the levels and constants of the two tuned bands.

Numbers as computed

```
Lattice units: energy hbar^2/(m b^2), length b
G(0) = 0.50546202 (lattice units)
simple band: C = 0.25273101, U = -3.956776
simple band: effective range r = -0.305719 b
  same from momentum sums: -0.30599 b
improved band: beta = 0.05567955 (dimensionless)
improved band: C = 0.22879380, U = -4.370748
  its r from momentum sums: -0.00017 b
Continuum root (dimensionless)
x = kappa L = 1.94576685
  first image shell: 6 images, sum 0.857266
  second image shell: 12 images, sum 0.541508
  third image shell: 8 images, sum 0.158812
Theta = 2.885219
eta0 from images = -0.09590072
eta0 from regulated Luescher S = -0.09589989
S at eta0, sharp cutoff 110: -0.0674
Full two-particle matrix, N = 4, energy in hbar^2/(m b^2)
matrix dimension = 4096
  simple: matrix -0.23519874, root -0.23519874
  improved: matrix -0.24295308, root -0.24295308
Simple band: N, eta_N, N*(eta_N - eta0)
     4 -0.09532246 0.002313
     8 -0.09475753 0.009146
    16 -0.09515496 0.011932
    32 -0.09548512 0.013299
    64 -0.09568216 0.013988
   128 -0.09578873 0.014334
slope predicted 0.014683, measured 0.014681
extrapolated from N = 32, 64, 128: eta = -0.09590067
Improved band: N, eta_N, N^2*(eta_N - eta0)
     4 -0.09846517 -0.041031
     8 -0.09641289 -0.032779
    16 -0.09602224 -0.031109
    32 -0.09593068 -0.030679
    64 -0.09590818 -0.030544
   128 -0.09590258 -0.030496
improved error ratio, N = 64 to 128: 4.0063
E = -0.095901 (2 pi/L)^2 hbar^2/m
E = -3.786009 hbar^2/(m L^2)
```
